# Gupta-Bleuler quantization of the free photon field, part 2

The free potential $A^\mu$ is quantized with all four components on an equal footing. Which of the resulting states describe light?

Units are Heaviside-Lorentz with $\hbar=c=1$, with energies and wave numbers in eV. The metric is $g=\mathrm{diag}(1,-1,-1,-1)$, repeated indices are summed, $\partial\cdot A=\partial_\mu A^\mu$, $\Box=\partial_\mu\partial^\mu$, $F_{\mu\nu}=\partial_\mu A_\nu-\partial_\nu A_\mu$, and a dot is a time derivative. The Lagrangian density

$$\mathscr L=-\tfrac12\partial_\mu A_\nu\,\partial^\mu A^\nu \tag{1}$$

gives $\Box A^\nu=0$. In a periodic box of volume $V$, with $k^0=\omega=|\mathbf k|$,

$$A^\mu(x)=\sum_{\mathbf k\ne0}\frac1{\sqrt{2\omega V}}\left(a^\mu(\mathbf k)e^{-ik\cdot x}+a^{\mu\dagger}(\mathbf k)e^{ik\cdot x}\right). \tag{4}$$

At $t=0$, part (b) inverted this to

$$a^\mu(\mathbf k)=\frac1{\sqrt{2\omega V}}\int d^3x\,e^{-i\mathbf k\cdot\mathbf x}\left(\omega A^\mu+i\dot A^\mu\right),$$

and found

$$[a^\mu(\mathbf k),a^{\nu\dagger}(\mathbf k')]=-g^{\mu\nu}\delta_{\mathbf k\mathbf k'} . \tag{5}$$

The dagger is the adjoint for which $A^\mu$ is self-adjoint. The vacuum obeys $a^\mu(\mathbf k)|0\rangle=0$ and $\langle0|0\rangle=1$. With normal ordering (the arrow), the energy is

$$H=-\tfrac12\sum_{\mathbf k}\omega\left(a_\nu a^{\nu\dagger}+a_\nu^\dagger a^\nu\right)
\;\to\;\sum_{\mathbf k}\omega\left(\sum_{i=1}^3a^{i\dagger}a^i-a^{0\dagger}a^0\right). \tag{6}$$

Every $a^{\mu\dagger}$ raises the energy by $\omega$, but a timelike photon has norm $-1$. The alternative $a^{0\dagger}|0\rangle=0$ makes the norm positive but leaves no lowest energy, so it was rejected.

The Lorenz condition $\partial\cdot A=0$ is imposed through its positive-frequency part:

$$L(\mathbf k)|\psi\rangle=0\quad\text{for every }\mathbf k. \tag{9}$$

Here $L=k_\mu a^\mu/\omega$, and the solutions form the space $\mathcal P$. For real unit vectors $\mathbf e_1,\mathbf e_2$ perpendicular to $\mathbf k$ and to each other, the transverse operators are $a_\lambda=\mathbf e_\lambda\cdot\mathbf a$, and the longitudinal one is $a^\parallel=\mathbf k\cdot\mathbf a/\omega$. These are ordinary oscillators. Then $L=a^0-a^\parallel$, $M=\tfrac12(a^0+a^\parallel)$ and

$$[L,L^\dagger]=-1+1=0,\qquad[M,M^\dagger]=\tfrac14(-1+1)=0,\qquad[L,M^\dagger]=\tfrac12(-1-1)=-1. \tag{10}$$

The transverse operators commute with $L,L^\dagger,M,M^\dagger$. Every state with finitely many photons is a unique polynomial in $a_1^\dagger,a_2^\dagger,L^\dagger,M^\dagger$ acting on $|0\rangle$, and it lies in $\mathcal P$ exactly when it contains no $M^\dagger$. In the printed output, `lorenz` means $L$ and `+` after an operator means the dagger.

### (f) What is the sign of the inner product on $\mathcal P$, and which states have zero norm?

**Solution.** Separate the terms of $\psi$ without any $L^\dagger$ from the rest. In each remaining term pull out one factor $L^\dagger(\mathbf k)$:

$$|\psi\rangle=|\psi_T\rangle+\sum_{\mathbf k}L^\dagger(\mathbf k)|\chi_{\mathbf k}\rangle . \tag{11}$$

Here $\psi_T$ contains transverse photons alone, and each $\chi_{\mathbf k}$ is again in $\mathcal P$ because it contains no $M^\dagger$. The uniqueness of the polynomial makes $\psi_T$ unique.

For any $\phi$ in $\mathcal P$, moving $L^\dagger$ to the other side of the inner product gives

$$\langle\phi|L^\dagger(\mathbf k)\chi_{\mathbf k}\rangle=\langle L(\mathbf k)\phi|\chi_{\mathbf k}\rangle=0 . \tag{12}$$

Expand $\langle\psi|\psi\rangle$ with (11). The cross terms between $\psi_T$ and $L^\dagger\chi$ vanish by (12), since $\psi_T$ is in $\mathcal P$. The terms with $L^\dagger\chi$ on both sides vanish for the same reason, since $L^\dagger\chi$ is itself in $\mathcal P$. What remains is

$$\langle\psi|\psi\rangle=\langle\psi_T|\psi_T\rangle\ge0 .$$

The last sign holds because transverse photons obey commutators of positive sign. In their normalized occupation basis the norm is a sum of squared moduli of coefficients, which vanishes when all of them do. The inner product on $\mathcal P$ is positive semidefinite, and a state has zero norm precisely when $\psi_T=0$. The zero-norm states are thus

$$\mathcal N=\Big\{\sum_{\mathbf k}L^\dagger(\mathbf k)|\chi_{\mathbf k}\rangle,\ \chi_{\mathbf k}\in\mathcal P\Big\}.$$

They form a linear subspace, and by (12) they are orthogonal to all of $\mathcal P$. The simplest is $L^\dagger|0\rangle=(a^{0\dagger}-a^{\parallel\dagger})|0\rangle$. It is a one-photon state, a superposition with equal weights of a timelike and a longitudinal photon state. These two are orthogonal, so its norm is $-1+1=0$.

### (g) Construct a space of positive norm and count its states.

**Solution.** The space $\mathcal P$ is not yet satisfactory, because it holds nonzero vectors of zero norm. Treat two of its states as the same if they differ by an element of $\mathcal N$. The classes $[\psi]=\psi+\mathcal N$ form the quotient space $\mathcal P/\mathcal N$. The inner product $\langle[\phi]|[\psi]\rangle=\langle\phi|\psi\rangle$ does not depend on the representatives, because for $\nu,\nu'$ in $\mathcal N$

$$\langle\phi+\nu|\psi+\nu'\rangle=\langle\phi|\psi\rangle+\langle\phi|\nu'\rangle+\langle\nu|\psi\rangle+\langle\nu|\nu'\rangle=\langle\phi|\psi\rangle .$$

By (11) each class contains one purely transverse state. The map $[\psi]\mapsto\psi_T$ is linear, one-to-one, onto the transverse states, and preserves inner products. The quotient is therefore the space of states built from two kinds of photon per wave vector, the two transverse polarizations, each with any occupation number. The argument covers finite photon numbers; completing the space in its now positive norm gives the usual Hilbert space of photons.

For one wave vector and $n$ photons the dimensions are numbers of monomials of degree $n$. There are three variables for $\mathcal P$ and two for the quotient:

$$\dim\mathcal P=\tfrac12(n+1)(n+2),\qquad\dim\mathcal P/\mathcal N=n+1,\qquad\dim\mathcal N=\tfrac12n(n+1).$$

The last is the difference of the first two, $(n+1)\left[\tfrac12(n+2)-1\right]$. The numerical check computes the kernel of $L$ as a matrix and diagonalizes the inner product on it. It finds no negative eigenvalue and the following dimensions, where "negative" counts the negative-norm directions of the full space:

| $n$ | all | negative | $\mathcal P$ | $\mathcal N$ | $\mathcal P/\mathcal N$ |
|---|---|---|---|---|---|
| 1 | 4 | 1 | 3 | 1 | 2 |
| 2 | 10 | 3 | 6 | 3 | 3 |
| 3 | 20 | 7 | 10 | 6 | 4 |
| 4 | 35 | 13 | 15 | 10 | 5 |

With two wave vectors and two photons, $\mathcal P$ has six kinds of creation operators and $6\cdot7/2=21$ states. The quotient has four kinds and $4\cdot5/2=10$ states, which leaves 11 null states. The matrix calculation gives the same numbers, out of 36 states in all.

### (h) Which operators are defined on the quotient, and what does adding a null state do to the potential?

**Solution.** An operator $O$ acts on classes if it maps $\mathcal P$ into $\mathcal P$ and $\mathcal N$ into $\mathcal N$. The second property follows if $O$ and $O^\dagger$ both preserve $\mathcal P$. For $\nu$ in $\mathcal N$ and any $\phi$ in $\mathcal P$ we then have $\langle\phi|O\nu\rangle=\langle O^\dagger\phi|\nu\rangle=0$. The choice $\phi=O\nu$ shows that $O\nu$ has zero norm, so it lies in $\mathcal N$.

*Energy.* The adjoint of $[H,a^{\mu\dagger}]=\omega a^{\mu\dagger}$ is $[H,a^\mu]=-\omega a^\mu$, hence $[L,H]=\omega L$. For $\psi$ in $\mathcal P$, $LH|\psi\rangle=(HL+\omega L)|\psi\rangle=0$. As $H^\dagger=H$, the energy is defined on the quotient, and time evolution does not lead out of $\mathcal P$. The part of $H$ that is not transverse is, for each $\mathbf k$, $\omega(a^{\parallel\dagger}a^\parallel-a^{0\dagger}a^0)$. Multiplying out,

$$M^\dagger L+L^\dagger M=\tfrac12\left[(a^{0\dagger}+a^{\parallel\dagger})(a^0-a^\parallel)+(a^{0\dagger}-a^{\parallel\dagger})(a^0+a^\parallel)\right]=a^{0\dagger}a^0-a^{\parallel\dagger}a^\parallel ,$$

so this part equals $-\omega(M^\dagger L+L^\dagger M)$. Between states of $\mathcal P$ it vanishes, since $L$ annihilates the state on the right and $L^\dagger$ the one on the left. Timelike and longitudinal energies cancel in these matrix elements, and the transverse photons carry the energy.

*Field strength.* The coefficient of $e^{-ik\cdot x}$ in $F^{\mu\nu}$ is proportional to $f^{\mu\nu}=k^\mu a^\nu-k^\nu a^\mu$. From

$$[L,a^{\nu\dagger}]=\frac{k_\rho}{\omega}(-g^{\rho\nu})=-\frac{k^\nu}{\omega} \tag{13}$$

we get $[L,f^{\mu\nu\dagger}]=-(k^\mu k^\nu-k^\nu k^\mu)/\omega=0$, while $[L,f^{\mu\nu}]=0$ because annihilation operators commute. So $F^{\mu\nu}$ preserves $\mathcal P$ and, being self-adjoint, is defined on the quotient.

*Potential.* By (13), $a^{\nu\dagger}(\mathbf k)$ does not commute with $L(\mathbf k)$ whenever $k^\nu\ne0$. The field $A^\nu$ contains such modes, so it leads out of $\mathcal P$. To see the consequence, take one mode and $\psi=\psi_T+L^\dagger\chi$ with $\chi$ in $\mathcal P$. Three terms are added to $\langle\psi_T|a^\mu|\psi_T\rangle$. The adjoint of (13) is $[L^\dagger,a^\mu]=k^\mu/\omega$, since taking the adjoint reverses a commutator. Thus $a^\mu L^\dagger=L^\dagger a^\mu-k^\mu/\omega$, and

$$\langle\psi_T|a^\mu L^\dagger|\chi\rangle=\langle L\psi_T|a^\mu\chi\rangle-\frac{k^\mu}{\omega}\langle\psi_T|\chi\rangle=-\frac{k^\mu}{\omega}\langle\psi_T|\chi\rangle .$$

The other two vanish, because $L$ commutes with $a^\mu$ and with $L^\dagger$ and can be moved to a state that it annihilates:

$$\langle\chi|La^\mu|\psi_T\rangle=\langle\chi|a^\mu L|\psi_T\rangle=0,\qquad
\langle\chi|La^\mu L^\dagger|\chi\rangle=\langle\chi|a^\mu L^\dagger L|\chi\rangle=0 .$$

The mean amplitude therefore shifts by

$$\Delta\langle a^\mu\rangle=-\frac{k^\mu}{\omega}\langle\psi_T|\chi\rangle . \tag{14}$$

In the potential this is $\Delta\langle A^\mu\rangle=\partial^\mu\Lambda$ with

$$\Lambda(x)=\frac{-i\langle\psi_T|\chi\rangle}{\omega\sqrt{2\omega V}}\,e^{-ik\cdot x}+\text{c.c.},$$

as $\partial^\mu e^{-ik\cdot x}=-ik^\mu e^{-ik\cdot x}$ and $(-i)(-i)=-1$. Because $k^2=0$, $\Box\Lambda=0$. Adding a null state is a gauge transformation of the mean potential that respects the Lorenz condition.

### (i) Evaluate these statements for $\mathbf k=(1,2,2)$ eV.

Take $\mathbf e_1=(2,-2,1)/3$ and the states

$$|\psi_T\rangle=0.6|0\rangle+0.8\,a_1^\dagger|0\rangle,\qquad|\chi\rangle=0.5|0\rangle+0.25\,a_1^\dagger|0\rangle,\qquad|\psi\rangle=|\psi_T\rangle+L^\dagger|\chi\rangle .$$

**Solution.** The photon energy is $\omega=\sqrt{1+4+4}=3$ eV, or 0.1102 hartree. The norm of $\psi_T$ is $0.36+0.64=1$ and its mean energy is $0.64\times3=1.92$ eV. The state $\psi$ has the same norm and mean energy. An ordinary positive norm, the sum of squared coefficients in the occupation basis, would instead have grown from 1 to $1+2(0.25+0.0625)=1.625$. The factor 2 counts the timelike and longitudinal parts of $L^\dagger$, which cancel in the covariant norm.

The mean amplitude in $\psi_T$ is $\langle\mathbf a\rangle=0.6\times0.8\,\mathbf e_1=(0.32,-0.32,0.16)$, with $\langle a^0\rangle=0$. The overlap is $\langle\psi_T|\chi\rangle=0.6\times0.5+0.8\times0.25=0.5$, so (14) predicts the shift

$$-0.5\,(3,1,2,2)/3=(-0.5,\,-0.1667,\,-0.3333,\,-0.3333).$$

The matrices give $\langle a^\mu\rangle=(-0.5,0.1533,-0.6533,-0.1733)$ in $\psi$, which is the old amplitude plus this shift.

The electric field is $E^i=F^{i0}=-\partial_iA^0-\dot A^i$. Its coefficient of $e^{-ik\cdot x}/\sqrt{2\omega V}$ is $i(\omega\langle\mathbf a\rangle-\mathbf k\langle a^0\rangle)$. In $\psi_T$ the bracket is $3\,(0.32,-0.32,0.16)=(0.96,-0.96,0.48)$ eV. In $\psi$ its first component is $3\times0.1533+1\times0.5=0.96$ eV, and the other two also agree. The potentials differ and the fields do not.

By contrast, $0.6|0\rangle+0.8\,a^{0\dagger}|0\rangle$ has norm $0.36-0.64=-0.28$. Acting on it with $L$ gives $-0.8|0\rangle$, so (9) excludes it.

### (j) Is "transverse" a Lorentz-invariant notion?

**Solution.** A one-photon state $-\varepsilon_\mu a^{\mu\dagger}(\mathbf k)|0\rangle$ has norm $-\varepsilon^*\cdot\varepsilon$, and by (13) it lies in $\mathcal P$ if $k\cdot\varepsilon=0$. Adding a null state replaces $\varepsilon$ by $\varepsilon+ck$. These statements involve scalar products and $k$ alone, so they hold in every frame. A finite box is not invariant under boosts, so the comparison of frames refers to plane waves in unbounded space.

A boost takes $\varepsilon=(0,\mathbf e_1)$ to $\varepsilon'$, which in general has a time component. Subtracting $(\varepsilon'^0/\omega')k'$ removes it. The result is still orthogonal to $k'$, so its spatial part is perpendicular to $\mathbf k'$.

For a boost with speed 0.8 along $x$, $\gamma=1/\sqrt{1-0.64}=1.6667$. With the photon of part (i), $\omega'=\gamma(3-0.8\times1)=3.6667$ eV and $\varepsilon'^0=-\gamma\times0.8\times0.6667=-0.8889$. The multiple of $k'$ to be removed is $-0.8889/3.6667=-0.2424$ per eV, which leaves the unit vector $(0.5455,-0.1818,0.8182)$, perpendicular to $\mathbf k'=(-2.3333,2,2)$ eV. The transverse representative depends on the frame; the class in $\mathcal P/\mathcal N$ to which it belongs does not.

### (k) What does the construction require when a current is present?

**Solution.** Add $-J_\nu A^\nu$ to (1). The field equation becomes $\Box A^\nu=J^\nu$, and its divergence is $\Box(\partial\cdot A)=\partial_\nu J^\nu$. If the current is conserved, $\partial\cdot A$ remains a free field, and its positive-frequency part keeps its meaning at all times. The condition is imposed on that part, which is no longer just $k_\mu a^\mu$ with $a^\mu$ built from $A^\mu$ and $\dot A^\mu$ as in part (b). The time derivative of $\partial\cdot A$ contains $\ddot A^0=\nabla^2A^0+J^0$, so a term proportional to the Fourier component of the charge density $J^0$ is added. If the current is not conserved, $\partial\cdot A$ is driven by a source. The split into positive and negative frequencies is then not preserved in time, and condition (9) cannot be maintained in this form. The results of parts (e) to (j) were derived for the free field.

## Calculated quantities

```
wave vector k (eV): 1.0000 2.0000 2.0000
photon energy omega: 3.0000 eV = 0.110248 hartree
transverse vector e1: 0.6667 -0.6667 0.3333
transverse vector e2: 0.6667 0.3333 -0.6667
norm of one timelike photon: -1.0000
norm of (a0+)^2|0>: 2.0000
energy of one timelike photon (eV): 3.0000
timelike oscillator, zero-point energy kept, first levels (eV):
  indefinite norm: 1.5000 4.5000 7.5000
  positive norm:   -1.5000 -4.5000 -7.5000
one momentum: dimensions by photon number
  n  all  negative-norm  Lorenz  null  quotient
  1    4              1       3     1         2
  2   10              3       6     3         3
  3   20              7      10     6         4
  4   35             13      15    10         5
two momenta, two photons: all, Lorenz, null, quotient: 36 21 11 10
example states: psi_T and psi = psi_T + lorenz+ chi
  overlap <psi_T|chi>: 0.5000
  psi_T: norm 1.0000, auxiliary positive norm 1.0000
  psi_T: mean energy (eV) 1.9200
  psi_T: mean a^mu, mu=0..3: 0.0000 0.3200 -0.3200 0.1600
  psi_T: omega<a> - k<a^0> (eV): 0.9600 -0.9600 0.4800
  psi: norm 1.0000, auxiliary positive norm 1.6250
  psi: mean energy (eV) 1.9200
  psi: mean a^mu, mu=0..3: -0.5000 0.1533 -0.6533 -0.1733
  psi: omega<a> - k<a^0> (eV): 0.9600 -0.9600 0.4800
  shift of mean a^mu: -0.5000 -0.1667 -0.3333 -0.3333
excluded state 0.6|0> + 0.8 a0+|0>:
  norm -0.2800, vacuum part of lorenz|state> -0.8000
boost along x, speed 0.8000, gamma 1.6667
  boosted k^mu (eV): 3.6667 -2.3333 2.0000 2.0000
  boosted e1^mu: -0.8889 1.1111 -0.6667 0.3333
  multiple of k removed (1/eV): -0.2424
  transverse representative: 0.0000 0.5455 -0.1818 0.8182
```
